# Spin-resolved ALSDA kernels, the spin stiffness and the singlet–triplet splitting: verification in Python

```python
"""
Result under test: adiabatic local spin-density kernels from e_xc(n, zeta).
  n = n_up + n_dn, zeta = (n_up - n_dn)/n, s and t = +1 (up) or -1 (down)
  f_st = 2 e_n + n e_nn + (s+t-2 zeta) e_nz + (s-zeta)(t-zeta) e_zz / n
At zeta = 0:
  singlet kernel fS = (f_uu + f_ud)/2 = d2(n e_xc)/dn2
  triplet kernel fT = (f_uu - f_ud)/2 = alpha_xc/n
  alpha_xc = d2 e_xc/dzeta2 is the spin stiffness.
Exchange alone has f_ud = 0 and therefore fS = fT.
Functional: Slater exchange and Perdew-Wang 1992 correlation.
Hartree atomic units are used unless a printed label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, dft, ao2mo
from pyscf.tdscf import uhf as td_uhf

EV = physical_constants["Hartree energy in eV"][0]
X_CODE, C_CODE = "LDA_X,", ",LDA_C_PW_MOD"
XC_CODE = "LDA_X,LDA_C_PW_MOD"

# ---- energy per electron as a function of density and polarization ----
n, z = sp.symbols("n zeta", positive=True)
third = sp.Rational(1, 3)
rs_sym = (3 / (4 * sp.pi * n)) ** third


def pw_function(A, a1, b1, b2, b3, b4):
    x = sp.sqrt(rs_sym)
    series = b1 * x + b2 * x**2 + b3 * x**3 + b4 * x**4
    return -2 * A * (1 + a1 * rs_sym) * sp.log(1 + 1 / (2 * A * series))


spin_sum = (1 + z) ** (4 * third) + (1 - z) ** (4 * third)
e_x = -sp.Rational(3, 4) * (3 * n / sp.pi) ** third * spin_sum / 2
e_para = pw_function(0.0310907, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)
e_ferro = pw_function(0.01554535, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)
stiff_c = -pw_function(0.0168869, 0.11125, 10.357, 3.6231, 0.88026, 0.49671)
f_z = (spin_sum - 2) / (2 ** (4 * third) - 2)
f_curv = 4 / (9 * (2**third - 1))
e_c = (e_para + stiff_c * f_z / f_curv * (1 - z**4)
       + (e_ferro - e_para) * f_z * z**4)


def derivative_functions(e):
    parts = [sp.diff(e, n), sp.diff(e, n, 2), sp.diff(e, n, z),
             sp.diff(e, z, 2)]
    return sp.lambdify((n, z), parts, "numpy", cse=True)


derivs = {"x": derivative_functions(e_x), "c": derivative_functions(e_c)}


def spin_kernels(part, dens, zeta):
    """Return f_uu, f_ud, f_dd from derivatives of e(n, zeta)."""
    en, enn, enz, ezz = derivs[part](dens, zeta)

    def f(s, t):
        return (2 * en + dens * enn + (s + t - 2 * zeta) * enz
                + (s - zeta) * (t - zeta) * ezz / dens)
    return np.array([f(1, 1), f(1, -1), f(-1, -1)])


def closed_shell_kernels(part, dens):
    """Return singlet and triplet kernels at zeta = 0."""
    en, enn, _, ezz = derivs[part](dens, 0.0)
    return 2 * en + dens * enn, ezz / dens


def density(rs):
    return 3 / (4 * np.pi * rs**3)


def libxc_values(code, dens, zeta):
    up, dn = dens * (1 + zeta) / 2, dens * (1 - zeta) / 2
    out = dft.libxc.eval_xc(code, np.array([up, dn]), spin=1, deriv=2)
    return np.asarray(out[0]), np.asarray(out[2][0]).T


# ---- general kernel against libxc derivatives with respect to n_up, n_dn ----
rs_grid, z_grid = np.meshgrid([0.5, 1.0, 2.0, 5.0, 20.0],
                              [0.0, 0.3, -0.6, 0.9])
dens_test, z_test = density(rs_grid.ravel()), z_grid.ravel()
for part, code in (("x", X_CODE), ("c", C_CODE)):
    ours = spin_kernels(part, dens_test, z_test)
    reference = libxc_values(code, dens_test, z_test)[1]
    scale = np.max(np.abs(reference), axis=0)
    assert np.max(np.abs(ours - reference) / scale) < 1e-6

# ---- closed-shell kernels against finite differences of libxc energies ----
dens_line = density(np.array([0.5, 1.0, 2.0, 5.0, 20.0]))
zero = np.zeros_like(dens_line)
h = 1e-3
for part, code in (("x", X_CODE), ("c", C_CODE)):
    def energy_density(d, zeta):
        return d * libxc_values(code, d, zeta)[0]
    mid = energy_density(dens_line, zero)
    fd_singlet = (energy_density(dens_line * (1 + h), zero) - 2 * mid
                  + energy_density(dens_line * (1 - h), zero)
                  ) / (h * dens_line) ** 2
    fd_triplet = (energy_density(dens_line, zero + h) - 2 * mid
                  + energy_density(dens_line, zero - h)
                  ) / (h * dens_line) ** 2
    fS, fT = closed_shell_kernels(part, dens_line)
    assert np.allclose(fS, fd_singlet, rtol=2e-5, atol=0)
    assert np.allclose(fT, fd_triplet, rtol=2e-5, atol=0)
    if part == "x":
        assert np.allclose(fd_singlet, fd_triplet, rtol=2e-5, atol=0)
        explicit = -(3 / np.pi) ** (1 / 3) * dens_line ** (-2 / 3) / 3
        assert np.allclose(fd_singlet, explicit, rtol=2e-5, atol=0)

# ---- signs of the correlation kernels over a wide density range ----
wide = density(np.logspace(-1, 2, 100))
cS, cT = closed_shell_kernels("c", wide)
assert np.all(cS < 0) and np.all(cT > 0) and np.all(cS - cT < 0)

# ---- uniform gas in a weak field: energy minimum against the stiffness ----
e_kin = (sp.Rational(3, 10) * (3 * sp.pi**2 * n) ** (2 * third)
         * ((1 + z) ** (5 * third) + (1 - z) ** (5 * third)) / 2)
slope = sp.lambdify((n, z), sp.diff(e_kin + e_x + e_c, z), "numpy")
field = 1e-4
print("Uniform gas, zeta=0: kernels in Ha a0^3, stiffness in Ha")
for rs in (1.0, 2.0, 5.0):
    d = density(rs)
    xS, xT = closed_shell_kernels("x", d)
    cS, cT = closed_shell_kernels("c", d)
    states = (3 * np.pi**2 * d) ** (1 / 3) / np.pi**2
    root = brentq(lambda q: slope(d, q) - field, 0.0, 0.1, xtol=1e-14)
    enhancement = 1 / (1 + states * (xT + cT))
    assert abs(d * root / (field * states) / enhancement - 1) < 1e-4
    print(f"rs={rs:.0f} a0: n={d:.6f} a0^-3, N0={states:.5f} Ha^-1 a0^-3")
    print(f"  f_x singlet={xS:.4f}, triplet={xT:.4f}")
    print(f"  f_c singlet={cS:.4f}, triplet={cT:.4f}, up-down={cS-cT:.4f}")
    print(f"  f_xc singlet={xS+cS:.4f}, triplet={xT+cT:.4f}")
    print(f"  alpha_x={d*xT:.5f}, alpha_c={d*cT:.5f}, "
          f"alpha_xc={d*(xT+cT):.5f}")
    print(f"  spin susceptibility enhancement={enhancement:.4f}")

d = density(2.0)
pol_x, pol_c = spin_kernels("x", d, 0.5), spin_kernels("c", d, 0.5)
assert abs(pol_x[0] - pol_x[2]) > 0.1
print("Polarized gas, rs=2 a0, zeta=0.5: uu, ud, dd in Ha a0^3")
print("  exchange:    " + ", ".join(f"{v + 0.0:.4f}" for v in
                                 np.where(abs(pol_x) < 1e-10, 0, pol_x)))
print("  correlation: " + ", ".join(f"{v:.4f}" for v in pol_c))
print("  total:       " + ", ".join(f"{v:.4f}" for v in pol_x + pol_c))

# ---- CO: spin-adapted response built from the derived kernels ----
bond = 1.13
mol = gto.M(atom=f"C 0 0 0; O 0 0 {bond}", basis="cc-pvdz", verbose=0)
mf = dft.RKS(mol)
mf.xc = XC_CODE
mf.conv_tol = 1e-10
total_energy = mf.kernel()
assert mf.converged
occupied = mf.mo_occ > 0
C_occ, C_vir = mf.mo_coeff[:, occupied], mf.mo_coeff[:, ~occupied]
n_occ, n_vir = C_occ.shape[1], C_vir.shape[1]
gaps = (mf.mo_energy[~occupied][None, :]
        - mf.mo_energy[occupied][:, None]).ravel()

ao = dft.numint.eval_ao(mol, mf.grids.coords)
phi_occ, phi_vir = ao @ C_occ, ao @ C_vir
rho = 2 * np.sum(phi_occ**2, axis=1)
keep = rho > 1e-14
rho, weights = rho[keep], mf.grids.weights[keep]
pairs = (phi_occ[keep][:, :, None]
         * phi_vir[keep][:, None, :]).reshape(len(rho), -1)


def kernel_matrix(f):
    return pairs.T @ ((weights * f)[:, None] * pairs)


hartree = ao2mo.general(mol, (C_occ, C_vir, C_occ, C_vir), compact=False)
MxS, MxT = [kernel_matrix(f) for f in closed_shell_kernels("x", rho)]
McS, McT = [kernel_matrix(f) for f in closed_shell_kernels("c", rho)]


def excitations(K):
    root_gap = np.sqrt(gaps)
    H = np.diag(gaps**2) + 2 * root_gap[:, None] * K * root_gap[None, :]
    values, vectors = np.linalg.eigh(H)
    assert values[0] > 0
    return np.sqrt(values), vectors


wS, vS = excitations(2 * (hartree + MxS + McS))
wT, vT = excitations(2 * (MxT + McT))
wS_x, _ = excitations(2 * (hartree + MxS))
wT_x, _ = excitations(2 * MxT)
wS_noH, _ = excitations(2 * MxS)
assert np.allclose(wS_noH, wT_x, atol=1e-8)

# Spin-unadapted matrices from pyscf, with separate up and down pairs.
uks = dft.UKS(mol)
uks.xc = XC_CODE
uks.grids = mf.grids
uks.mo_coeff = np.array([mf.mo_coeff, mf.mo_coeff])
uks.mo_energy = np.array([mf.mo_energy, mf.mo_energy])
uks.mo_occ = np.array([mf.mo_occ / 2, mf.mo_occ / 2])
A_blocks, B_blocks = td_uhf.get_ab(uks)
size = n_occ * n_vir


def join(blocks):
    uu, ud, dd = [np.asarray(b).reshape(size, size) for b in blocks]
    return np.block([[uu, ud], [ud.T, dd]])


A, B = join(A_blocks), join(B_blocks)
difference = A - B
diagonal = np.diag(difference)
assert np.max(np.abs(difference - np.diag(diagonal))) < 1e-8
root_diag = np.sqrt(diagonal)
full = root_diag[:, None] * (A + B) * root_diag[None, :]
w_full = np.sqrt(np.linalg.eigvalsh(full))
w_union = np.sort(np.concatenate([wS, wT]))
# The tolerance covers different treatment of very low densities.
assert np.max(np.abs(w_union - w_full)) < 1e-5

# ---- contributions for the sigma to pi pair ----
p = (n_occ - 1) * n_vir
assert abs(gaps[p] - gaps[p + 1]) < 1e-5
assert abs(wS[0] - wS[1]) < 1e-5 and abs(wT[0] - wT[1]) < 1e-5
share_S = np.sum(vS[p:p + 2, 0] ** 2)
share_T = np.sum(vT[p:p + 2, 0] ** 2)
assert share_S > 0.5 and share_T > 0.5
H1, X1 = 2 * hartree[p, p], 2 * MxS[p, p]
S1, T1 = 2 * McS[p, p], 2 * McT[p, p]
first_S, first_T = gaps[p] + H1 + X1 + S1, gaps[p] + X1 + T1
assert S1 < 0 < T1
assert wS[0] - wT[0] < wS_x[0] - wT_x[0]

print(f"CO, LSDA/cc-pVDZ, bond={bond:.2f} angstrom")
print(f"  total energy={total_energy:.6f} Ha")
print(f"  occupied={n_occ}, virtual={n_vir}, pairs={size}")
print("5sigma to 2pi pair, contributions in eV")
print(f"  orbital gap={gaps[p]*EV:.4f}")
print(f"  Hartree, singlet only={H1*EV:.4f}")
print(f"  exchange kernel, singlet={X1*EV:.4f}, "
      f"triplet={2*MxT[p, p]*EV:.4f}")
print(f"  correlation kernel, singlet={S1*EV:.4f}, triplet={T1*EV:.4f}")
print(f"  correlation up-down term={(S1-T1)*EV:.4f}")
print(f"  first-order singlet={first_S*EV:.4f}, triplet={first_T*EV:.4f}")
print(f"  first-order splitting={(first_S-first_T)*EV:.4f}")
print("Full response, lowest excitations in eV")
print(f"  full kernel: singlet={wS[0]*EV:.4f}, triplet={wT[0]*EV:.4f}")
print(f"  full kernel: splitting={(wS[0]-wT[0])*EV:.4f}")
print(f"  exchange only: singlet={wS_x[0]*EV:.4f}, "
      f"triplet={wT_x[0]*EV:.4f}")
print(f"  exchange only: splitting={(wS_x[0]-wT_x[0])*EV:.4f}")
print(f"  exchange only, no Hartree: singlet={wS_noH[0]*EV:.4f}")
print(f"  5sigma-2pi share: singlet={share_S:.4f}, triplet={share_T:.4f}")
print(f"Full kernel: singlet={wS[0]:.6f} Ha, triplet={wT[0]:.6f} Ha")
print("OK")
```

Printed output:

```
Uniform gas, zeta=0: kernels in Ha a0^3, stiffness in Ha
rs=1 a0: n=0.238732 a0^-3, N0=0.19445 Ha^-1 a0^-3
  f_x singlet=-0.8530, triplet=-0.8530
  f_c singlet=-0.0340, triplet=0.1689, up-down=-0.2029
  f_xc singlet=-0.8869, triplet=-0.6841
  alpha_x=-0.20363, alpha_c=0.04032, alpha_xc=-0.16331
  spin susceptibility enhancement=1.1534
rs=2 a0: n=0.029842 a0^-3, N0=0.09723 Ha^-1 a0^-3
  f_x singlet=-3.4118, triplet=-3.4118
  f_c singlet=-0.2421, triplet=1.0415, up-down=-1.2835
  f_xc singlet=-3.6539, triplet=-2.3703
  alpha_x=-0.10181, alpha_c=0.03108, alpha_xc=-0.07073
  spin susceptibility enhancement=1.2995
rs=5 a0: n=0.001910 a0^-3, N0=0.03889 Ha^-1 a0^-3
  f_x singlet=-21.3240, triplet=-21.3240
  f_c singlet=-3.0591, triplet=10.5283, up-down=-13.5873
  f_xc singlet=-24.3831, triplet=-10.7957
  alpha_x=-0.04073, alpha_c=0.02011, alpha_xc=-0.02062
  spin susceptibility enhancement=1.7237
Polarized gas, rs=2 a0, zeta=0.5: uu, ud, dd in Ha a0^3
  exchange:    -5.2074, 0.0000, -10.8319
  correlation: 0.2008, -1.3333, 2.6320
  total:       -5.0066, -1.3333, -8.1999
CO, LSDA/cc-pVDZ, bond=1.13 angstrom
  total energy=-112.418906 Ha
  occupied=7, virtual=21, pairs=147
5sigma to 2pi pair, contributions in eV
  orbital gap=6.8856
  Hartree, singlet only=3.2408
  exchange kernel, singlet=-1.0661, triplet=-1.0661
  correlation kernel, singlet=-0.0645, triplet=0.2817
  correlation up-down term=-0.3462
  first-order singlet=8.9959, triplet=6.1013
  first-order splitting=2.8946
Full response, lowest excitations in eV
  full kernel: singlet=8.3174, triplet=5.9827
  full kernel: splitting=2.3347
  exchange only: singlet=8.3567, triplet=5.5949
  exchange only: splitting=2.7618
  exchange only, no Hartree: singlet=5.5949
  5sigma-2pi share: singlet=0.9773, triplet=0.9975
Full kernel: singlet=0.305658 Ha, triplet=0.219861 Ha
OK
```
